# Bilinear and biquadratic coupling from a straight-line magnetization plot

## Question

I have two identical ferromagnetic layers separated by a thin spacer. Each layer has magnetization $M_s=1.00$ MA/m and thickness $t=3.0$ nm. I treat each as one rigid magnetic moment with no anisotropy, and I include both a bilinear coupling $J_1$ and a biquadratic coupling $J_2$. The field lies in the film plane.

I was told to plot field divided by normalized magnetization against magnetization squared, because the points should fall on a straight line. I can't see why. The energy contains two angles and a squared cosine, so I expected a complicated curve.

To practise, I was given synthetic data with Gaussian noise of standard deviation 0.003 in $m$, the magnetization divided by its saturation value. The fields $B=\mu_0H$ are treated as free of error.

| $B$ (mT) | $m$ |
|---:|---:|
| 30 | 0.1830 |
| 50 | 0.3014 |
| 70 | 0.4050 |
| 90 | 0.4951 |
| 110 | 0.5830 |
| 130 | 0.6679 |
| 150 | 0.7392 |
| 170 | 0.8014 |
| 190 | 0.8645 |
| 210 | 0.9227 |
| 230 | 0.9760 |

How does the line arise, when does it fail, and how do I get both constants with honest errors? Does a nonzero slope prove that the spacer produces biquadratic coupling?

## Answer

### From two angles to one variable

Measure the layer angles $\theta_1,\theta_2$ from the field, and write $S=M_st$ for the moment per area of one layer. The energy per area is

$$
E=-BS(\cos\theta_1+\cos\theta_2)+J_1\cos\varphi+J_2\cos^2\varphi,
\qquad \varphi=\theta_1-\theta_2 .
$$

With these signs, positive $J_1$ favours antiparallel layers and positive $J_2$ favours a right angle. If your convention puts minus signs before both coupling terms, reverse the signs of both constants below.

The coupling depends on the relative angle alone, so turning both layers together changes only the Zeeman energy. In equilibrium the sum of the two angular derivatives must vanish. The coupling terms cancel in that sum, leaving

$$
\frac{\partial E}{\partial\theta_1}+\frac{\partial E}{\partial\theta_2}
=BS(\sin\theta_1+\sin\theta_2)=0 .
$$

For $B>0$ this requires $\theta_2=-\theta_1$ or $\theta_2=\theta_1+\pi$. The second choice has no net moment. The first is the canted state, with the layers tilted equally to either side of the field. Put $\theta_1=\theta$ and $\theta_2=-\theta$. Then

$$
m=\frac{\cos\theta_1+\cos\theta_2}{2}=\cos\theta,
\qquad
\cos\varphi=\cos2\theta=2m^2-1 .
$$

This is where $m^2$ enters. Leaving the plane does not lower the energy: at any fixed relative angle, the Zeeman energy is least when the total moment points along $B$, and an in-plane pair can achieve that.

The energy is now a function of one variable:

$$
e(m)=-2BSm+J_1(2m^2-1)+J_2(2m^2-1)^2,
\qquad 0\le m\le1 .
$$

### The line

Since $m=\cos\theta$, the condition $dE/d\theta=0$ reads $-\sin\theta\,e'(m)=0$. Either $\sin\theta=0$, which is saturation for $m=1$, or $e'(m)=0$. The derivative of $(2m^2-1)^2$ is $2(2m^2-1)(4m)$, so

$$
e'(m)=-2BS+4J_1m+8J_2m(2m^2-1)=0 .
$$

Divide by 2 and collect powers of $m$:

$$
BS=2J_1m+4J_2m(2m^2-1)
=2(J_1-2J_2)m+8J_2m^3 .
$$

For $m>0$, division by $Sm$ gives

$$
\boxed{\frac Bm=a+bm^2,\qquad
a=\frac{2(J_1-2J_2)}S,\qquad
b=\frac{8J_2}S}
$$

Because $B=\mu_0H$, the ratio $H/m$ is linear too, with both coefficients divided by $\mu_0$.

To invert, the slope gives $J_2=Sb/8$. The intercept gives $J_1=Sa/2+2J_2$, and hence

$$
J_2=\frac{Sb}{8},\qquad J_1=\frac{S(2a+b)}4 .
$$

The second formula has a direct meaning. Since $2a+b=2(a+b/2)$, $J_1$ is $S/2$ times the height of the line at $m^2=1/2$. There $\cos\varphi=0$, so the layers are perpendicular. The biquadratic torque is proportional to $\sin\varphi\cos\varphi$ and vanishes, leaving $J_1$ alone to balance the field.

### Where the line applies

A stationary state need not be the ground state. The second derivative is

$$
e''(m)=4(J_1-2J_2+12J_2m^2).
$$

**Ordinary antiparallel case: $J_2\ge0$ and $J_1>2J_2$.** Here $e''>0$ throughout, so there is one minimum. At low field $m\simeq B/a$. The minimum reaches $m=1$ at

$$
B_s=a+b=\frac{2(J_1+2J_2)}S .
$$

Above $B_s$, $m$ stays at 1 and $B/m=B$. Those points form a vertical line at $m^2=1$ and must be left out of the fit.

At the boundary $J_1=2J_2>0$ the intercept vanishes, and $m=(B/b)^{1/3}$ up to saturation.

**Strong biquadratic coupling: $J_2>0$ and $|J_1|<2J_2$.** The layers are canted even without a field. Setting $B=0$ with $m>0$ gives

$$
m_0^2=-\frac ab=\frac{2J_2-J_1}{4J_2}.
$$

The intercept is negative, but the data start at $m_0^2$, where $B/m=0$. For $m\ge m_0$,

$$
e''\ge4(J_1-2J_2)+12(2J_2-J_1)=8(2J_2-J_1)>0,
$$

while for $0<m<m_0$ and $B>0$ the slope $e'$ is negative. There is again one minimum. For $J_1=0.030$ and $J_2=0.100$ mJ/m², with your $S$, the formula gives $m_0=0.652$. Direct minimization at 0.5 mT gives $m=0.654$, slightly higher because the field is not zero.

If $J_2>0$ but $J_1\le-2J_2$, then $e'<0$ for $0\le m<1$ in any positive field. The ground state is saturated and there is no line to fit.

**Negative biquadratic constant.** If $J_2<0$ and $J_1>10|J_2|$, $e''$ remains positive up to $m=1$, and the whole line is followed. For $0<J_1<10|J_2|$, the ground state jumps to saturation. To find the jump, set $D=J_1-2J_2$ and expand the energy:

$$
e(m)=\text{constant}-2BSm+2Dm^2+4J_2m^4 .
$$

Equal energies of the canted and saturated states require

$$
0=\frac{e(1)-e(m)}{1-m}
=-2BS+2D(1+m)+4J_2(1+m+m^2+m^3).
$$

The canted state also obeys $BS=2Dm+8J_2m^3$. Substitution gives

$$
0=2D(1-m)+4J_2(1+m+m^2-3m^3).
$$

The last bracket equals $(1-m)(1+2m+3m^2)$. Divide by $2(1-m)$ and use $J_2=-|J_2|$:

$$
3m^2+2m+1=\frac{J_1+2|J_2|}{2|J_2|}.
$$

For $J_1=0.300$ and $J_2=-0.075$ mJ/m², the right side is 3, so $m=(-1+\sqrt7)/3=0.549$, and the line puts the jump at 131.6 mT. Minimization 1% below that field gives $m=0.538$; 1% above it gives $m=1$. This is the equilibrium jump. A metastable state can delay it in a field sweep.

### Fitting noisy magnetization

Your noisy quantity $m$ appears on both axes. An ordinary fit that assigns equal vertical errors therefore misjudges the weights. Define $x_i=m_i^2$, $y_i=B_i/m_i$ and the residual $r_i=y_i-a-bx_i$. A small error in $m_i$ changes the residual by

$$
\frac{dr_i}{dm_i}=-\left(\frac{B_i}{m_i^2}+2bm_i\right).
$$

For positive $b$, its standard error is, to first order in the noise,

$$
s_i=\sigma\left(\frac{B_i}{m_i^2}+2bm_i\right),\qquad \sigma=0.003 .
$$

At 110 mT, with the final slope $b=78.83$ mT, this is $0.003(323.6+91.9)=1.25$ mT. At 30 mT it is 2.77 mT, so the lowest point deserves much less weight.

Minimize $\sum w_ir_i^2$ with $w_i=1/s_i^2$. Setting the derivatives with respect to $a$ and $b$ to zero gives

$$
\begin{aligned}
\sum w_iy_i&=a\sum w_i+b\sum w_ix_i,\\
\sum w_ix_iy_i&=a\sum w_ix_i+b\sum w_ix_i^2 .
\end{aligned}
$$

Let $W=\sum w_i$, $X=\sum w_ix_i$, $Q=\sum w_ix_i^2$ and $\Delta=WQ-X^2$. Solving the pair,

$$
a=\frac{Q\sum w_iy_i-X\sum w_ix_iy_i}{\Delta},\qquad
b=\frac{W\sum w_ix_iy_i-X\sum w_iy_i}{\Delta}.
$$

Begin with an unweighted slope, calculate the weights, fit, and repeat until $b$ settles. With the weights held fixed and independent residual errors $s_i$, propagation through these linear formulas gives

$$
V_{aa}=\frac Q\Delta,\qquad V_{bb}=\frac W\Delta,\qquad V_{ab}=-\frac X\Delta .
$$

Your data yield

$$
a=160.67\pm0.88\ \text{mT},\qquad b=78.83\pm1.46\ \text{mT},
$$

with $V_{ab}=-1.147$ mT². Now $S=(1.00\times10^6)(3.0\times10^{-9})=0.00300$ A, and 1 A mT = 1 mJ/m². Therefore

$$
\begin{aligned}
J_1&=\frac{0.00300(2\times160.67+78.83)}4=0.3001\ \text{mJ/m}^2,\\
J_2&=\frac{0.00300\times78.83}8=0.0296\ \text{mJ/m}^2 .
\end{aligned}
$$

The errors follow from the same linear combinations:

$$
\delta J_1=\frac S4\sqrt{4V_{aa}+4V_{ab}+V_{bb}},\qquad
\delta J_2=\frac S8\sqrt{V_{bb}} .
$$

They are 0.0006 and 0.0005 mJ/m². The covariance must be kept: its negative sign reduces the error of $J_1$, which depends on the well-determined middle of the line. In the other common unit, the results are $J_1=0.3001$ and $J_2=0.0296$ erg/cm².

The data were made with $J_1=0.3000$ and $J_2=0.0300$ mJ/m², by minimizing the two-angle energy and then adding noise. Before noise was added, the states lay within $10^{-6}$ mT of the predicted line. Both recovered constants agree with the inputs within one standard error. The weighted sum of squared residuals is 6.29 for 9 degrees of freedom, so the scatter is consistent with the assumed noise. In 2000 fresh noise draws at the same fields, the recovered constants spread by 0.00059 and 0.00054 mJ/m², against predictions of 0.00060 and 0.00055.

### What the slope does not prove

A straight line with positive slope is also produced, to leading order, by **bilinear coupling alone** if the layers are not rigid. The spacer pulls on the inner face of each layer, while the field acts through its whole thickness, so the magnetization twists.

Take intrinsic $J_2=0$. Let $z$ run from the spacer face to the outer face, and write the angle in one layer as $\bar\theta+\delta(z)$, with $\int_0^t\delta\,dz=0$. The other layer is its mirror image. With exchange stiffness $A$, the exchange energy is $A\int(\delta')^2dz$ per layer. The coupling sees the angle $2\bar\theta+2\delta(0)$. Writing $\bar\varphi=2\bar\theta$ and expanding to first order in $\delta(0)$, the twist changes the energy by

$$
F=2A\int_0^t(\delta')^2dz-2J_1\sin\bar\varphi\,\delta(0).
$$

The first-order Zeeman change vanishes because $\delta$ has zero mean. Second-order Zeeman and coupling changes are smaller by a factor of order $J_1t/A$.

Minimizing $F$ at fixed mean angle makes $\delta''$ constant. The free outer face requires $\delta'(t)=0$. At the spacer, the boundary term gives $-4A\delta'(0)-2J_1\sin\bar\varphi=0$. Hence

$$
\delta'(z)=-\frac{J_1\sin\bar\varphi}{2A}\left(1-\frac zt\right).
$$

The exchange cost is

$$
2A\left(\frac{J_1\sin\bar\varphi}{2A}\right)^2\frac t3
=\frac{J_1^2t}{6A}\sin^2\bar\varphi .
$$

At the minimum of a quadratic cost plus a linear gain, the gain is twice the cost. The net change is therefore

$$
F_{\min}=-\frac{J_1^2t}{6A}(1-\cos^2\bar\varphi),
$$

whose angular part is a biquadratic energy with

$$
J_2^{\text{twist}}=\frac{J_1^2t}{6A}.
$$

For $A=15$ pJ/m, $J_1t/A=0.06$ and the estimate is 0.0030 mJ/m². Solving the discretized twisted layers with intrinsic $J_2=0$, then fitting noise-free magnetizations with equal weights, gives an apparent $J_2=0.00297$ mJ/m². The largest departure of the points from a straight line is about 0.05 mT, far below the errors $s_i$ in your data. Straightness cannot reveal the twist here.

With the example's intrinsic $J_2=0.0300$ mJ/m² restored, an equal-weight fit to the twisted layers gives an apparent value of 0.0328 mJ/m², about 9% too high, with $J_1=0.3000$ mJ/m². Weighting by the noise in $m$ gives 0.0331 mJ/m², about 10% too high, with $J_1=0.2998$ mJ/m². The two fits differ because the points no longer lie on a straight line: the torque on the inner face now contains both constants, and the departure reaches 1.3 mT, comparable to $s_i$. That adds only about 2.5 to the weighted sum of squared residuals, too little to notice in your data, but quieter data could show it. The largest twist across a layer is only 0.87°.

### Reading the result for a real film

Real films break the assumption of rigid layers; with the parameters above, this raises the apparent $J_2$ by 9 to 10%. They can also have in-plane anisotropy. With its hard axis along $B$, a uniaxial anisotropy $K$ adds $2Ktm^2$ to $e(m)$. This adds $4Ktm$ to $e'$ and raises $a$ by $2K/M_s$. For a rough $K=1$ kJ/m³ the shift is 2 mT: the apparent $J_1$ becomes 0.3030 mJ/m², while $J_2$ is unchanged. A fourfold anisotropy, common in epitaxial films, does change $J_2$. With energy density $(K_4/4)\sin^22\theta$ and an easy axis along $B$, it adds $2K_4t(m^2-m^4)$ to $e(m)$. If the anisotropy is weak, the line stays straight, but the apparent $J_2$ falls by $K_4t/2$, which is 0.003 mJ/m² for $K_4=2$ kJ/m³. A strong one can break the line: at 48 kJ/m³, roughly the value for iron, the apparent $J_2$ is negative, the layers tilt unequally between roughly 125 and 140 mT, where the reduction to one variable fails, and the magnetization jumps to saturation near 148 mT. Unequal layers, or stray fields in a patterned device, need a different energy and are not covered by these estimates.

A normalization error of only 1% outweighs the random error of $J_1$. If the recorded value is $m'=km$, then

$$
\frac B{m'}=\frac ak+\frac b{k^3}m'^2 .
$$

For $k=1.01$, the apparent constants are $J_1=0.2959$ and $J_2=0.0291$ mJ/m². The shift in $J_1$ is about seven times its statistical error. An error in $M_st$ scales both constants in proportion.

In a small device, thermal motion matters most at the two ends of the line. For a 100 nm square tile at 300 K, treated as two uniform planar rotors, $m$ falls by about 0.0023 at 30 mT and by only 0.0004 at 120 mT, but rises by 0.0036 at 230 mT. In the weighted fit this lowers $J_2$ by about 0.0007 mJ/m², slightly more than its random error, and hardly changes $J_1$. The estimate omits out-of-plane motion and fluctuations within each layer. It also omits the stray-field coupling between the two layers, which in such a tile is far larger: for uniform magnetization and a 1 nm spacer it acts as an extra $J_1$ of about 0.09 mJ/m². The constants and $M_s$ should be understood as values at the measurement temperature.

So your fit measures an effective $J_2$ of about 0.030 mJ/m² for rigid layers. In a real film, first correct it for the twist and for any fourfold anisotropy. Even then, lateral variation of $J_1$ can contribute to the slope, so the remainder is not by itself proof of an intrinsic biquadratic coupling. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Magnetization Ms = 1.00 MA/m; thickness t = 3.0 nm
Ms t = 3.000 mA
Input J1 = 0.3000 mJ/m^2; J2 = 0.0300 mJ/m^2
1 mJ/m^2 = 1.000 erg/cm^2
True intercept a = 160.00 mT; slope b = 80.00 mT
Saturation field Bs = 240.00 mT
Largest deviation of minimized states from line = 5.2e-07 mT
Noise of m = 0.0030 (dimensionless)
Data: B (mT), m, m^2, B/m (mT), standard error s (mT)
    30.0  0.1830  0.0335    163.93  2.77
    50.0  0.3014  0.0908    165.89  1.79
    70.0  0.4050  0.1640    172.84  1.47
    90.0  0.4951  0.2451    181.78  1.34
   110.0  0.5830  0.3399    188.68  1.25
   130.0  0.6679  0.4461    194.64  1.19
   150.0  0.7392  0.5464    202.92  1.17
   170.0  0.8014  0.6422    212.13  1.17
   190.0  0.8645  0.7474    219.78  1.17
   210.0  0.9227  0.8514    227.59  1.18
   230.0  0.9760  0.9526    235.66  1.19
Fitted a = 160.67 +- 0.88 mT
Fitted b = 78.83 +- 1.46 mT
Covariance of a and b = -1.147 mT^2
Chi-squared = 6.29 for 9 degrees of freedom
Recovered J1 = 0.3001 +- 0.0006 mJ/m^2
Recovered J2 = 0.0296 +- 0.0005 mJ/m^2
2000 draws: mean J1 = 0.30000, J2 = 0.02998 mJ/m^2
Spread of draws: J1 0.00059, J2 0.00054 mJ/m^2
Predicted spread: J1 0.00060, J2 0.00055 mJ/m^2
m scaled by 1.01: J1 = 0.2959, J2 = 0.0291 mJ/m^2
Anisotropy K = 1.0 kJ/m^3: intercept shift = 2.00 mT
  apparent J1 = 0.3030, J2 = 0.0300 mJ/m^2
Exchange stiffness A = 15.0 pJ/m: J1^2 t/(6A) = 0.00300 mJ/m^2
  true J2 = 0: apparent J1 = 0.3000, J2 = 0.00297 mJ/m^2
  true J2 = 0: largest departure from straight line = 0.051 mT
  apparent J2 / estimate: 0.9886 at A, 0.9986 at 8A
  example with twist: J1 = 0.3000, J2 = 0.0328 mJ/m^2
  largest twist across one layer = 0.87 degrees
Tile side 100 nm, T = 300 K, B = 120.0 mT:
  m without thermal motion = 0.62685; with it = 0.62646
Remanent case J1 = 0.030, J2 = 0.100 mJ/m^2: a = -113.33, b = 266.67 mT
  predicted remanence m0 = 0.6519; minimized m at 0.5 mT = 0.6541
Jump case J1 = 0.300, J2 = -0.075 mJ/m^2: m = 0.5486 at 131.56 mT
  minimized m 1% below = 0.5379; 1% above = 1.0000
```
